# Spontaneous decay of longitudinal acoustic phonons through cubic elasticity

## Result

In a stress-free isotropic solid with linear dispersion, a longitudinal (L) phonon of angular frequency $\omega$ decays at zero temperature into L+T and T+T pairs, where T is transverse. To lowest order in cubic elasticity,

$$\Gamma=\sum_{\rm channels}\frac{\hbar\,\omega^5}{16\pi S\rho^3c_Lc_1^4c_2^4}\int_{x_-}^{x_+}x^2(1-x)^2\phi^2(x)\,dx .\tag{1}$$

The phonon number decays as $e^{-\Gamma t}$. Here $\rho$ is the density, $c_1,c_2$ are the daughter speeds and $x=\omega_1/\omega$ is the share of daughter 1. $S=1$ for L+T (daughter 1 is L) and $S=2$ for T+T. The vertices $\phi$ are (5)–(7), and the limits are (10). Nothing in the integral depends on $\omega$, so $\Gamma\propto\omega^5$.

The L+L channel is marginal for linear dispersion. Equation (1) omits it, which is correct if $\omega(q)$ bends slightly downward. The other cases are treated below.

## Cubic elastic energy

Let $G_{ij}=\partial u_i/\partial X_j$ be the displacement gradient in material coordinates, $e=(G+G^T)/2$, and $E=e+\tfrac12G^TG$ the full strain. Per undeformed volume, to third order in $E$,

$$W=\tfrac{\lambda}{2}({\rm tr}E)^2+\mu\,{\rm tr}E^2+\tfrac A3{\rm tr}E^3+B\,{\rm tr}E\,{\rm tr}E^2+\tfrac C3({\rm tr}E)^3 .$$

The quadratic part gives $\rho c_L^2=\lambda+2\mu$ and $\rho c_T^2=\mu$. The first two terms also contribute at third order in $u$, through the cross terms $({\rm tr}E)^2\to{\rm tr}\,e\,{\rm tr}\,G^TG$ and ${\rm tr}E^2\to{\rm tr}(e\,G^TG)$. In the last three terms $E$ may be replaced by $e$. Hence

$$W_3=\tfrac\lambda2{\rm tr}\,e\,{\rm tr}\,G^TG+\mu\,{\rm tr}(eG^TG)+\tfrac A3{\rm tr}\,e^3+B\,{\rm tr}\,e\,{\rm tr}\,e^2+\tfrac C3({\rm tr}\,e)^3.\tag{2}$$

The kinetic energy $\tfrac12\rho\dot u^2$ is quadratic in these coordinates and adds no cubic term.

## Matrix element

In a volume $V$, with real unit polarizations $\mathbf e$,

$$\mathbf u=\sum\sqrt{\frac{\hbar}{2\rho V\omega}}\;\mathbf e\,(a\,e^{i\mathbf q\cdot\mathbf X}+{\rm h.c.}).$$

This amplitude gives each quantum an elastic energy $\hbar\omega/2$, half its total. Label the parent 0 and the daughters 1, 2. The term $a_0a_1^\dagger a_2^\dagger$ carries the phase $e^{i(\mathbf q-\mathbf q_1-\mathbf q_2)\cdot\mathbf X}$. Its integral is $V$ if $\mathbf q=\mathbf q_1+\mathbf q_2$ and zero otherwise. The gradients supply $i(-i)(-i)=-i$, of modulus one. Therefore

$$|M|^2=V^2\left(\frac{\hbar}{2\rho V}\right)^3\frac{\Phi^2}{\omega\omega_1\omega_2}=\frac{\hbar^3\Phi^2}{8\rho^3V\omega\omega_1\omega_2}.\tag{3}$$

$\Phi$ is the sum of $W_3$ over the six ways of assigning the three waves to its three factors. It is linear in each wavevector, so $\Phi=q\,q_1q_2\,\phi$, with $\phi$ evaluated for unit wavevectors $\mathbf n_a$.

Let $G_a=\mathbf e_a\mathbf n_a^T$, let $\varepsilon_a$ be its symmetric part and $t_a={\rm tr}\,\varepsilon_a=\mathbf e_a\cdot\mathbf n_a$. All six orders of ${\rm tr}(\varepsilon_0\varepsilon_1\varepsilon_2)$ are equal, by cyclicity and transposition. In the other terms two orders coincide for each choice of $a$. Using $G_b^TG_c=(\mathbf e_b\cdot\mathbf e_c)\,\mathbf n_b\mathbf n_c^T$,

$$\begin{aligned}\phi={}&2A\,{\rm tr}(\varepsilon_0\varepsilon_1\varepsilon_2)+2C\,t_0t_1t_2+\sum_{a}\big[2B\,t_a{\rm tr}(\varepsilon_b\varepsilon_c)\\&+\lambda t_a(\mathbf e_b\cdot\mathbf e_c)(\mathbf n_b\cdot\mathbf n_c)+2\mu(\mathbf e_b\cdot\mathbf e_c)(\mathbf n_b\cdot\varepsilon_a\mathbf n_c)\big],\end{aligned}\tag{4}$$

where $b,c$ are the two labels other than $a$.

## The three vertices

Put the wavevectors in a plane, with $\mathbf n_0=(1,0)$, $\mathbf n_a=(\cos\theta_a,\sin\theta_a)$ and in-plane transverse vectors $\mathbf t_a=(-\sin\theta_a,\cos\theta_a)$. Let $\theta_{12}=\theta_1-\theta_2$ and let $\mathbf z$ be the plane's normal. Reflection in the plane reverses $\mathbf z$ but leaves the energy unchanged, so a vertex with a single $\mathbf z$ polarization vanishes. Three cases remain.

**L+T, in plane.** Here $\mathbf e_1=\mathbf n_1$, $\mathbf e_2=\mathbf t_2$, $t_0=t_1=1$ and $t_2=0$. Write $\alpha=\mathbf n_0\cdot\mathbf n_2=\cos\theta_2$, $\alpha'=\mathbf n_0\cdot\mathbf t_2=-\sin\theta_2$, $\beta=\mathbf n_1\cdot\mathbf n_2=\cos\theta_{12}$, $\beta'=\mathbf n_1\cdot\mathbf t_2=\sin\theta_{12}$. The terms of (4) are:

- $A$: $2A\cos\theta_1(\mathbf n_1\cdot\varepsilon_2\mathbf n_0)=A\cos\theta_1(\alpha\beta'+\alpha'\beta)$.
- $B$ and $\lambda$: $(2B+\lambda)(\alpha\alpha'+\beta\beta')$.
- $\mu$: $2\mu\cos\theta_1[\alpha\beta'+\alpha'\beta+\tfrac12(\alpha\beta'+\alpha'\beta)]$.

Now $\alpha\beta'+\alpha'\beta=\sin(\theta_{12}-\theta_2)=\sin(\theta_1-2\theta_2)$. Also $\alpha\alpha'+\beta\beta'=\tfrac12[\sin2\theta_{12}-\sin2\theta_2]=\cos\theta_1\sin(\theta_1-2\theta_2)$. All terms share one angular factor:

$$\phi_{LT}=(\lambda+3\mu+A+2B)\cos\theta_1\sin(\theta_1-2\theta_2).\tag{5}$$

**T+T, both along $\mathbf z$.** Now $t_0=1$ and $t_1=t_2=0$. Since $\varepsilon_a\mathbf n_0=\tfrac12\mathbf z\cos\theta_a$, the $A$ term is $\tfrac A2\cos\theta_1\cos\theta_2$. Since ${\rm tr}(\varepsilon_1\varepsilon_2)=\tfrac12\cos\theta_{12}$, the $B$ term is $B\cos\theta_{12}$. The $\lambda$ term is $\lambda\cos\theta_{12}$. In the $\mu$ term only $\mathbf e_1\cdot\mathbf e_2=1$ is nonzero, giving $2\mu\cos\theta_1\cos\theta_2$. Thus

$$\phi_{\rm out}=(\lambda+B)\cos\theta_{12}+(2\mu+\tfrac A2)\cos\theta_1\cos\theta_2.\tag{6}$$

**T+T, both in plane.** Direct multiplication gives $\varepsilon_a\mathbf n_0=\tfrac12(-\sin2\theta_a,\cos2\theta_a)$, so the $A$ term is $\tfrac A2\cos2\theta_{12}$. From ${\rm tr}(\varepsilon_1\varepsilon_2)=\tfrac12(\cos^2\theta_{12}-\sin^2\theta_{12})$ the $B$ term is $B\cos2\theta_{12}$. The $\lambda$ term is $\lambda\cos^2\theta_{12}$. The $\mu$ term is

$$2\mu\big[\cos\theta_{12}\cos\theta_1\cos\theta_2+\tfrac12\sin\theta_2\sin(2\theta_1-\theta_2)+\tfrac12\sin\theta_1\sin(2\theta_2-\theta_1)\big].$$

The last two products add to $\tfrac12\cos2\theta_{12}-\tfrac14(\cos2\theta_1+\cos2\theta_2)=\tfrac12\cos2\theta_{12}-\tfrac12\cos(\theta_1+\theta_2)\cos\theta_{12}$. The first is $\tfrac12\cos\theta_{12}[\cos(\theta_1+\theta_2)+\cos\theta_{12}]$. The terms in $\theta_1+\theta_2$ cancel, leaving $\mu(\cos2\theta_{12}+\cos^2\theta_{12})$:

$$\phi_{\rm in}=(\lambda+\mu)\cos^2\theta_{12}+(\mu+B+\tfrac A2)\cos2\theta_{12}.\tag{7}$$

For T+T, use $\phi^2=\phi_{\rm out}^2+\phi_{\rm in}^2$ in (1), because the final states are distinct. The constant $C$ drops out, since a shear wave has no first-order volume change.

## Golden rule and the fifth power

Summing $(2\pi/\hbar)|M|^2\delta(\hbar\omega-\hbar\omega_1-\hbar\omega_2)$ over $V\int d^3q_1/(2\pi)^3$ gives

$$\Gamma=\frac{\hbar}{32\pi^2\rho^3S}\int d^3q_1\,\frac{\Phi^2}{\omega\omega_1\omega_2}\,\delta(\omega-\omega_1-\omega_2).\tag{8}$$

$S=2$ for T+T because the integral counts each pair twice. At fixed $q_1$, $q_2^2=q^2+q_1^2-2qq_1\cos\theta_1$ gives $\sin\theta_1d\theta_1=q_2dq_2/(qq_1)$. The integrand does not depend on azimuth, so $d^3q_1=2\pi q_1q_2\,dq_1dq_2/q$. With $\Phi=qq_1q_2\phi$,

$$\Gamma=\frac{\hbar}{16\pi\rho^3S}\int dq_1dq_2\,\frac{q\,q_1^3q_2^3\phi^2}{\omega\omega_1\omega_2}\,\delta(\omega-\omega_1-\omega_2).$$

Linear dispersion turns the fraction into $\omega_1^2\omega_2^2\phi^2/(c_Lc_1^3c_2^3)$ and $dq_1dq_2$ into $d\omega_1d\omega_2/(c_1c_2)$. The delta function sets $\omega_2=(1-x)\omega$. What remains is $\omega^4$ from the squared frequencies and one $\omega$ from $d\omega_1=\omega\,dx$, which is (1).

The angles follow from the triangle with sides 1, $k_1=xc_L/c_1$ and $k_2=(1-x)d$, where $d=c_L/c_T$:

$$\cos\theta_1=\frac{1+k_1^2-k_2^2}{2k_1},\qquad\cos\theta_2=\frac{1+k_2^2-k_1^2}{2k_2}.\tag{9}$$

Take $\theta_1\ge0\ge\theta_2$, so that the transverse momenta cancel. The triangle exists when $|k_1-k_2|\le1\le k_1+k_2$. With $d>1$ this gives

$$\text{L+T: }\frac{d-1}{d+1}\le x\le1;\qquad\text{T+T: }\frac{d-1}{2d}\le x\le\frac{d+1}{2d}.\tag{10}$$

In code, clip the cosines to $[-1,1]$ before inverting them, since rounding can push them outside at the limits.

The T+T endpoints offer a check on signs. There one daughter travels forward and the other backward, and $|\phi_{\rm in}|=|\phi_{\rm out}|=|\lambda+2\mu+\tfrac A2+B|$, as rotation about the common axis requires.

Equation (8) was also integrated over $\mathbf q_1$ with a Gaussian of standard deviation 0.01 replacing the delta function, for the example's moduli in units $\rho=c_L=\hbar=1$. At $\omega=1$ the ratio to (1) was 0.997 for L+T and 1.000 for T+T. Comparing $\omega=1$ with $\omega=1.4$ gave exponents 5.005 and 5.001.

## Limit of soft shear

If $\mu\ll\lambda$, then $d\gg1$ and the T+T range closes around $x=\tfrac12$. The daughters are nearly opposite, with $\cos\theta_1\simeq-\cos\theta_2\simeq s=d(2x-1)$, $-1\le s\le1$ and $dx=ds/(2d)$. Let $R=\lambda+B$ and $Q=2\mu+A/2$. Then $\phi_{\rm in}\simeq R+Q$ and $\phi_{\rm out}\simeq-(R+Qs^2)$. With $x^2(1-x)^2\simeq1/16$, the integral over $s$ gives

$$\Gamma_{TT}\simeq\frac{\hbar\omega^5}{512\pi\rho^3c_L^2c_T^7}\left[(R+Q)^2+R^2+\tfrac23RQ+\tfrac15Q^2\right].$$

This is the leading order in $1/d$, provided the bracket is not small through cancellation. With $\rho$, $c_L$ and the bracket held fixed, this rate grows as $c_T^{-7}$ when the shear speed falls.

## The collinear L+L channel

For L+L, linear dispersion requires $q_1+q_2=q$, which is the edge of the triangle region. Take $\omega(q)=c_Lq(1+bq^2)$ with small $b$. For collinear waves,

$$\omega_1+\omega_2-\omega=c_Lb(q_1^3+q_2^3-q^3)=-3c_Lb\,q\,q_1q_2 .$$

Opening an angle increases $q_1+q_2$ and hence the final energy. If $b<0$, the final energy is already too high and the channel is closed. If $b>0$, a small angle restores energy conservation and the channel is open. As $b\to0^+$, all angles vanish, (4) gives $\phi_{LL}=3\lambda+6\mu+2A+6B+2C$, and $\int_0^1x^2(1-x)^2dx=1/30$. With $S=2$,

$$\Gamma_{LL}=\frac{\hbar\,\phi_{LL}^2\,\omega^5}{960\pi\rho^3c_L^9}.\tag{11}$$

For $b=0$ a symmetrically broadened delta function has half its weight inside the region and yields half of (11). Direct integration with a Gaussian width of $4\times10^{-4}$, relative to the parent frequency, gave fractions 0.0002, 0.499 and 0.974 of (11), evaluated at $\omega=c_Lq$, for $bq^2=-0.005$, 0 and $+0.005$. Referred to the bent parent frequency, the last is 0.950. The shortfall comes from the finite bend: a sharp delta function also gives 0.974, and 0.997 at $bq^2=0.0005$.

## Worked example: a 2 THz phonon

The model substrate has $\rho=2300$ kg/m³, $c_L=9000$ m/s, $c_T=5400$ m/s and $(A,B,C)=(-350,-50,-100)$ GPa. Then $\mu=\rho c_T^2=67.07$ GPa and $\lambda=\rho(c_L^2-2c_T^2)=52.16$ GPa. The constant in (5) is

$$52.16+3(67.07)-350-2(50)\simeq-197\ {\rm GPa}.$$

With $d=1.667$, the L share in L+T runs from 0.25 to 1 and averages 0.66. Each T+T share lies between 0.2 and 0.8. Equation (1) gives

$$\Gamma=(0.45+1.82)\times10^6=2.27\times10^6\ {\rm s^{-1}},$$

with T+T supplying 80%. The lifetime is $1/\Gamma=0.44$ µs and the mean free path $c_L/\Gamma=4.0$ mm. In terms of $f=\omega/2\pi$, $\Gamma=(7.1\times10^{-56}\ {\rm s^4})f^5$, so at 1 THz the lifetime is 32 times longer, about 14 µs. The ratio $\Gamma/\omega=1.8\times10^{-7}$ supports the use of lowest-order perturbation theory.

A fully open L+L channel would add $0.96\times10^6$ s⁻¹. For a chain dispersion $\omega(q)=(2c/\ell)\sin(q\ell/2)$, with sound speed $c$ and a rough plane spacing $\ell=0.27$ nm, the equal-split energy mismatch $2\omega(q/2)-\omega(q)$, as an angular frequency, is about $2.4\times10^4\,\Gamma$, and its positive sign closes the channel.

## Use for a real chip

These inputs are rough values in the regime of an undoped cryogenic silicon chip. Silicon is a cubic crystal, so the isotropic rate is an estimate of scale. To gauge the effect of direction, take a model cubic crystal with chosen stiffnesses $c_{11},c_{12},c_{44}=165,65,80$ GPa. Its L speed varies with direction from about 8500 to 9400 m/s and its T speed from about 4700 to 5900 m/s. Putting these extremes into (1) one at a time, with $\rho,A,B,C$ and the other speed fixed, multiplies $\Gamma$ by 1.42 to 0.79 for L and by 2.1 to 0.60 for T. These are crude brackets, since a crystal also has direction-dependent vertices. Evaluating the golden rule (8) for the cubic crystal itself, with linear dispersion and published silicon constants ($\rho=2330$ kg/m³, $c_{11},c_{12},c_{44}=165.8,63.9,79.6$ GPa, $c_{111},c_{112},c_{123},c_{144},c_{155},c_{456}=-825,-451,-64,12,-310,-64$ GPa), gives an L rate of about $3.8\times10^6$ s⁻¹ averaged over 16 directions, ranging from 3.2 to $4.5\times10^6$ s⁻¹. That is about 1.7 times the isotropic value. Scaling $A$ and $B$ by 0.9 or 1.1 multiplies $\Gamma$ by 0.73 or 1.32: they partly cancel against $\lambda$ and $\mu$, which amplifies their errors.

**Temperature.** Splitting minus the reverse process carries the factor $(1+n_1)(1+n_2)-n_1n_2=1+n_1+n_2$, where $n_a$ are thermal occupations. Its rate-weighted mean is 1.002 at 4 K and 14 at 300 K. At 300 K absorption of thermal phonons, omitted here, must be added as well, so (1) is not a room-temperature lifetime.

**Dispersion.** At the wavevectors given by linear dispersion, the same chain estimate lowers the parent frequency by 0.6% and that of the highest-frequency T daughter by about 1%. Silicon's transverse branches flatten earlier than this chain, whose T maximum is 6.4 THz: they end near 4.5 THz along [100] and 3.4 THz along [111]. Chains with those T maxima give daughter shifts of about 2% and 4%. Using them in the energy balance, with the L branch also bent and the vertices unchanged, raises the T+T rate by about 9% and 14% and its local exponent to 5.2 and 5.3. The fifth power is thus only approximate at 2 THz and improves at lower frequency.

**Mass disorder.** This is the fastest of the omitted processes estimated here. A mass excess $\delta m$ at a site adds $\tfrac12\delta m\,\dot u^2$ to the kinetic energy at given velocity. To first order the Hamiltonian, at given momentum, changes by the opposite amount, so the matrix element has magnitude $\delta m\,\hbar\omega|\mathbf e\cdot\mathbf e'|/(2\rho V)$. For uncorrelated sites of volume $V_0$ and relative mass variance $g$, the squares add. The angular integrals of $(\mathbf e\cdot\mathbf e')^2$ are $4\pi/3$ for outgoing L and $8\pi/3$ for both T polarizations, so the golden rule gives

$$\Gamma_m=\frac{gV_0\omega^4}{12\pi}\left(\frac1{c_L^3}+\frac2{c_T^3}\right).$$

For $g=2\times10^{-4}$ and $V_0=0.02$ nm³ this is $3.7\times10^7$ s⁻¹, 16 times $\Gamma$. The scattering is elastic, but the two terms show that about 90% of events turn L into T. In this model a T phonon has no open decay channel: $\omega_1+\omega_2\ge c_T(q_1+q_2)\ge c_Tq$, with equality only for collinear T waves, which downward bending excludes. If scattering mixes the polarizations much faster than they decay, a phonon is L for about 10% of the time, and the population decays at roughly $0.1\,\Gamma\approx2\times10^5$ s⁻¹. This figure belongs to the isotropic model. In a cubic crystal the T speeds depend on direction and polarization, the inequality fails, and T phonons can split. With the silicon constants above and linear dispersion, the direction-averaged rates at 2 THz are about $0.7\times10^6$ s⁻¹ for the slow and $1.2\times10^6$ s⁻¹ for the fast T branch. The mixed population then decays at about $1.2\times10^6$ s⁻¹, mostly through T. Downward bending may close part of these channels, which was not computed. A transport code for silicon should therefore give each branch its own decay rate and treat mode conversion separately.

**Size.** Crossing a 0.7 mm chip in straight flight at $c_L$ would correspond to a rate of $1.3\times10^7$ s⁻¹, also above $\Gamma$. With the disorder above, however, an L phonon travels only $c_L/\Gamma_m\approx0.24$ mm between scatterings, so the crossing is mostly diffusive, at a rate of order $10^6$ s⁻¹. That exceeds the isotropic population decay of about $2\times10^5$ s⁻¹ and is comparable to the cubic-crystal estimate of about $1.2\times10^6$ s⁻¹. The 4.0 mm mean free path is thus a property of the unbounded, disorder-free model, and the surfaces must be included for this chip. The numerical output lists most of the values used here.

## Numbers as computed

```
density: 2300 kg/m3
L speed: 9000 m/s
T speed: 5400 m/s
lambda: 52.16 GPa
mu: 67.07 GPa
A: -350 GPa
B: -50 GPa
C: -100 GPa
phonon frequency: 2 THz
L+T vertex constant: -196.6 GPa
L+L vertex constant: -641.1 GPa
L+T: lowest L share: 0.25
L+T: mean L share: 0.6642
T+T: lowest share: 0.2
T+T: highest share: 0.8
rate L+T: 4.506e+05 1/s
rate T+T: 1.823e+06 1/s
total rate: 2.273e+06 1/s
total rate / f^5: 7.104e-56 s^4
lifetime: 0.4399 us
mean free path: 3.959 mm
total rate / angular frequency: 1.81e-07
rate L+L if fully open: 9.554e+05 1/s
largest vertex error (random unit moduli): 2e-14
bath survival / exponential: 1.006
direct/formula LT: 0.9968
fitted exponent LT: 5.005
direct/formula TT: 0.9996
fitted exponent TT: 5.001
L+L fraction, downward bend: 0.00024
L+L fraction, straight line: 0.499
L+L fraction, upward bend: 0.974
splitting factor at 4 K: 1.00245
splitting factor at 300 K: 13.96
rough plane spacing: 0.27 nm
dispersion shift, parent: 0.591 %
dispersion shift, fastest T daughter: 1.05 %
L+L equal-split mismatch / total rate: 2.45e+04
rough c11, c12, c44: 165, 65, 80 GPa
crystal L speeds: 8470 to 9441 m/s
crystal T speeds: 4663 to 5898 m/s
rate factor, slowest L: 1.42
rate factor, fastest L: 0.788
rate factor, slowest T: 2.09
rate factor, fastest T: 0.598
rate factor, A and B times 0.9: 0.732
rate factor, A and B times 1.1: 1.32
relative mass variance: 0.0002
volume per atom: 0.02 nm3
mass-disorder scattering rate: 3.724e+07 1/s
chip thickness: 0.7 mm
chip crossing rate: 1.286e+07 1/s
```
